\section*{Magic wavelength of the hydrogen $1s$--$2s$ transition near 514.6 nm, part 2}

We seek the magic wavelength of the hydrogen $1s$--$2s$ transition, where both levels have the same light shift. You expect it near 514.6 nm, but your truncated sums over $np$ states cross at a slightly shorter wavelength. You also ask what the $2s$--$2p$ term, infinite in the static formula, becomes at optical frequency, and whether the crossing is unique.

Hartree atomic units are used. Until Section 6 the nucleus is fixed, $H=p^2/2-1/r$ and $E_n=-1/(2n^2)$. The light is linearly polarised, with dipole interaction $Fz\cos\omega t$ and $0<\omega<1/8$; spin enters only in Section 7. "The program" is the one whose output is listed at the end.

The quasienergy $\varepsilon$ of $|ns\rangle$ obeys
\begin{align}
\varepsilon-E_n&=-\tfrac14\,\alpha_n(\omega)F^2,\qquad
\alpha_n(\omega)=P_n(E_n+\omega)+P_n(E_n-\omega), \label{alpha}\\
P_n(E)&=\langle ns|z\,(H-E)^{-1}z|ns\rangle .
\end{align}
With $\omega_j=E_j-E_n$, continuum included,
\begin{equation}
\alpha_n=\sum_j|z_{jn}|^2\Big[\frac1{\omega_j-\omega}+\frac1{\omega_j+\omega}\Big]
=\sum_j\frac{f_j}{\omega_j^2-\omega^2},\qquad f_j=2\omega_j|z_{jn}|^2 , \label{sos}
\end{equation}
and the sum rule is $\sum_jf_j=1$. In radial form, with $H_1=-\tfrac12\partial_r^2+r^{-2}-r^{-1}$,
\begin{equation}
P_n(E)=\tfrac13\int_0^\infty r\,u_{ns}\,g\,dr,\qquad (H_1-E)\,g=r\,u_{ns}, \label{radial}
\end{equation}
where $u_{1s}=2re^{-r}$, $u_{2s}=2^{-1/2}r(1-r/2)e^{-r/2}$ and $u_{2p}=r^2e^{-r/2}/\sqrt{24}$. These give $\int u_{2p}\,r\,u_{2s}\,dr=-3\sqrt3$ and $|\langle2p|z|2s\rangle|^2=9$.

With $E=-1/(2\nu^2)$, $\zeta=[(\nu-n)/(\nu+n)]^2$ and $\Phi={}_2F_1(1,-\nu;1-\nu;\zeta)$, the closed form for $2s$ is
\begin{align}
P_2={}&\frac{16\nu^2\,\Pi(\nu)}{3(\nu-2)^6(\nu+2)^4}-\frac{2^{17}\nu^9(\nu^2-1)}{3(\nu^2-4)^6}\,\Phi, \label{P2}\\
\Pi={}&1181\nu^8-628\nu^7-64\nu^6-1328\nu^5+224\nu^4\nonumber\\
&+4416\nu^3-3072\nu^2-5376\nu+5376 .\nonumber
\end{align}
Its poles at $\nu=m\ge3$ are the $mp$ levels. From $2s$, the $3p$, $4p$, $5p$ lines lie at $\omega_3=5/72$, $\omega_4=3/32$, $\omega_5=21/200$, with $f=0.434865,\ 0.102765,\ 0.041930$.

\section{The $2p$ term in the degenerate theory}

In \eqref{sos} the $2p$ state has $\omega_j=0$, and its contribution is
\begin{equation}
9\Big[\frac1{0-\omega}+\frac1{0+\omega}\Big]=0\qquad(\omega\neq0).
\end{equation}
Each of $P_2(E_2\pm\omega)$ contains the large piece $\mp9/\omega$; \eqref{P2} includes it automatically, and the two pieces cancel in the sum. Virtual absorption and virtual emission have equal strength and opposite detuning.

Within the pair $\{2s,2p_0\}$ the cancellation holds to all orders in $F$. There $H(t)=E_2+dF\cos\omega t\,\sigma_x$ with $d=\langle2p|z|2s\rangle$, $|d|=3$, and $\sigma_x$ the Pauli matrix that exchanges the two states. The Hamiltonians at different times commute, so the evolution operator is the exponential of the integral,
\begin{equation}
U(t)=e^{-iE_2t}\exp\Big[-i\,\frac{dF}\omega\sin\omega t\;\sigma_x\Big].
\end{equation}
The second factor is periodic, hence both quasienergies equal $E_2$. The linear Stark shift $\mp3F\cos\omega t$ of the combinations $2s\pm2p_0$ (here $d=-3$ with the radial functions above) averages to zero over a cycle and leaves a phase modulation of depth $3F/\omega$. The program asserts the vanishing shift in a two-level Floquet matrix with a modulation depth above one. The infinity in the static formula signals that the static shift is linear in $F$; the limits $F\to0$ and $\omega\to0$ do not commute, and \eqref{alpha} describes $3F\ll\omega$.

The limits $\omega\to0$ are found by solving \eqref{radial} at $E=E_n$. Differentiating $r^me^{-r/n}$ twice gives
\begin{equation}
(H_1-E_n)\,r^me^{-r/n}=\Big[\Big(1-\tfrac{m(m-1)}2\Big)r^{m-2}+\Big(\tfrac mn-1\Big)r^{m-1}\Big]e^{-r/n}.
\end{equation}
For $n=1$, $r^2\to r$ and $r^3\to-2r+2r^2$, so $g=(r^3+2r^2)e^{-r}$ produces the source $2r^2e^{-r}$. Then $\int g\,ru\,dr=2\cdot5!/2^6+4\cdot4!/2^5=27/4$, $P_1=9/4$ and $\alpha_1(0)=9/2$. For $n=2$ the $2p$ component, which has cancelled, is removed from the source: $ru_{2s}+3\sqrt3\,u_{2p}=2^{-1/2}(\tfrac52r^2-\tfrac12r^3)e^{-r/2}$. Since $r^4\to-5r^2+r^3$, the solution is $g=-2^{-3/2}r^4e^{-r/2}$ plus a multiple of $u_{2p}$, which is orthogonal to the source and drops out. The integral is $\tfrac12(-\tfrac54\,6!+\tfrac14\,7!)=180$, one third of it is 60, and $\alpha_2(\omega\to0)=120$. The program asserts both values.

\section{Existence and uniqueness of the crossing}

All $f_j$ from $1s$ are positive with $\omega_j\ge\omega_{12}=3/8$. All $f_j$ from $2s$ are nonnegative, because there is no $p$ state below $n=2$ and $f_{2p}=0$. Differentiating \eqref{sos}, $\alpha_n'=\sum_j2\omega f_j/(\omega_j^2-\omega^2)^2>0$ between poles.

For $0<\omega<\omega_3$, $\alpha_2$ increases from 120. The sum rule gives $\alpha_1\le1/(\omega_{12}^2-\omega^2)<1/(\omega_{12}^2-\omega_3^2)$, a bound that is below 7.37. There is no crossing below the $2s$--$3p$ line in the degenerate model.

For $\omega_3<\omega<\omega_4$, the $3p$ term sends $\alpha_2\to-\infty$ at the lower end and the $4p$ term sends it to $+\infty$ at the upper end, while $\alpha_1$ stays finite, so $D=\alpha_2-\alpha_1$ has a zero. Keeping only the $3p$ term, $\alpha_2'\ge2\omega f_3/(\omega^2-\omega_3^2)^2$. This function decreases, since the derivative of $\omega/(\omega^2-\omega_3^2)^2$ has the sign of $(\omega^2-\omega_3^2)-4\omega^2$, so it is at least its value at $\omega_4$, which exceeds 5182 a.u./$E_h$. The sum rule gives $\alpha_1'\le2\omega/(\omega_{12}^2-\omega^2)^2$, which increases and is at most its value at $\omega_4$, below 10.8 a.u./$E_h$. Hence $D'>0$ on the whole interval and the zero is unique. The program asserts these inequalities for the computed slopes at twelve frequencies, and those of the previous paragraph at ten.

For a fixed nucleus the root is $\omega_M^\infty=0.0885815265\,E_h$. The digits refer to the model and are kept to make the arithmetic checkable. The four energies $E_n\pm\omega$ give
\begin{align}
1s,\ E+\omega:&\quad\nu=1.1024099,\quad\zeta=0.0023727,\quad P=2.8606486,\nonumber\\
1s,\ E-\omega:&\quad\nu=0.9216832,\quad\zeta=0.0016609,\quad P=1.8591378,\nonumber\\
2s,\ E+\omega:&\quad\nu=3.7053065,\quad\zeta=0.0893402,\quad P=-125.1927670,\nonumber\\
2s,\ E-\omega:&\quad\nu=1.5300413,\quad\zeta=0.0177239,\quad P=129.9125534 .\nonumber
\end{align}
For example, $\nu_+(2s)=(0.25-2\times0.0885815)^{-1/2}=3.70531$ lies between the poles at 3 and 4, as it must. The sums are $2.8606486+1.8591378=4.7197864$ and $-125.1927670+129.9125534=4.7197864$ a.u. The $2p$ piece hidden in the two $2s$ entries is $\mp9/\omega=\mp101.6013$; without it they would be $-23.5914$ and $28.3112$, with the same sum.

State by state, with $\omega^2=0.00784669$, the $3p$ term is $0.434865/(0.00482253-0.00784669)=-143.80$ and the $4p$ term is $0.102765/(0.00878906-0.00784669)=109.05$. The $5p$ term is 13.19, and the states with $n>5$ together with the continuum give 26.28, so that $-143.80+109.05+13.19+26.28=4.72$. The remainder beyond $5p$ is more than five times the final value. If the $3p$ and $4p$ terms are kept, every omitted term is positive, so a truncated $2s$ sum lies too low and, because $D'>0$, its crossing with the exact $\alpha_1$ lies at too high a frequency and too short a wavelength. If both sums are cut after $5p$, the direction is the same: at the root $\alpha_1$ can lose at most its whole value, 4.72, while $\alpha_2$ loses 26.28, so the truncated difference is still negative there and, as its slope is positive by the same bounds, it vanishes at a higher frequency. Adding more bound states reduces this error but cannot remove it, because the continuum contributes an amount that no sum over bound states contains, at the root about 13.8 a.u.\ to $\alpha_2$ against 0.85 a.u.\ to $\alpha_1$. With all bound states and no continuum in both sums the crossing for a fixed nucleus lies near 512.0 nm, so the continuum is worth about 2.4 nm and is the larger part of the gap. The slopes at the root are $\alpha_1'=5.23$ and $\alpha_2'=30242$ a.u./$E_h$.

As a test of \eqref{alpha} itself, the program diagonalises the Floquet matrix of $H+Fz\cos\omega t$ with $l\le2$ and $|q|\le2$ at two weak fields, removes the $F^4$ term by extrapolation, and finds 4.71979 for $1s$ and 4.71978 for $2s$, asserted to $10^{-4}$ a.u. A surviving $2p$ term of size $9/\omega$ would be visible there.

The vacuum wavelength $\lambda=hc/(\omega E_h)$ of this root is 514.37 nm. Even the complete sum therefore stays short of the value you expect.

\section{Finite nuclear mass}

For an electron at $\mathbf r_e$ and a proton at $\mathbf r_p$ the dipole coupling is $F\cos\omega t\,(z_e-z_p)=Fz\cos\omega t$, with $\mathbf r=\mathbf r_e-\mathbf r_p$. Because the atom is neutral, the centre of mass does not appear, and $z$ has the coefficient one for any mass ratio. The relative motion has $H_\mu=p^2/2\mu-1/r$ with $\mu=m_p/(m_p+m_e)$. Under $\mathbf r=\boldsymbol\rho/\mu$, $H_\mu=\mu(-\tfrac12\nabla_\rho^2-1/\rho)$. In $P$ the two factors $z$ give $\mu^{-2}$ and the resolvent gives $\mu^{-1}(H-E/\mu)^{-1}$, so
\begin{equation}
\alpha_n^{\mu}(\omega)=\mu^{-3}\alpha_n(\omega/\mu),\qquad\omega_M=\mu\,\omega_M^\infty,\qquad\lambda_M=\lambda_M^\infty/\mu .
\end{equation}
The common factor $\mu^{-3}$ drops out of the crossing condition. The program asserts the scaling at $\mu=\tfrac12$ by diagonalisation, and asserts that the root found by diagonalising with the hydrogen mass agrees to $10^{-9}\,E_h$.

With $\mu=0.9994556794$,
\begin{align}
\omega_M&=0.9994556794\times0.0885815265=0.0885333097\,E_h=2.4091\ \text{eV},\\
\lambda_M&=514.3663\ \text{nm}/0.9994556794=514.6464\ \text{nm}.
\end{align}
The reduced mass supplies the 0.28 nm that the complete sum, continuum included, still lacks for a fixed nucleus. The common polarisability is $4.7197864/\mu^3=4.7275$ a.u., and the slope of the difference is $D'=(30242.0-5.2)/\mu^4=30303$ a.u./$E_h$, the fourth power of $\mu$ arising from the argument $\omega/\mu$. For a travelling wave $I=\tfrac12c\epsilon_0F^2$, so in SI units the shift is $-\alpha I/(2c\epsilon_0)$, here $-221.6$ Hz per kW/cm$^2$ for both levels. The sign is negative: both states are drawn to high intensity.

The zero of $\alpha_{2}$ lies close by, at $0.0883744\,E_h$ or 515.57 nm. The separation $1.59\times10^{-4}\,E_h$ is within 2\% of the linear estimate $\alpha_2/\alpha_2'=4.7275/30308=1.56\times10^{-4}\,E_h$, where $\alpha_2'=30242.0/\mu^4$ is the slope of $\alpha_2$ at the root. The separation is small because $\alpha_2$ is steep and $\alpha_1$ is small. Between the $4p$ and $5p$ lines $\alpha_2$ again runs from $-\infty$ to $+\infty$, and the program finds a root at $0.1028026\,E_h$ or 443.21 nm. At 514.6 nm two photons carry $2\omega_M=0.177\,E_h>\mu/8$, so $2s$ is ionised by a two-photon process; this enters the quasienergy at order $F^4$ and is outside \eqref{alpha}.

\section{The $2p$ term with a split shell}

The intrashell term becomes nonzero once the $n=2$ levels are split. We insert the splittings by hand, keep the nonrelativistic radial integral, and ignore hyperfine structure. Let $\alpha_{\rm fs}$ be the fine-structure constant.

Acting on $2s$ with spin up, $z$ produces $|m_l=0,\uparrow\rangle$, which shares $m_j=\tfrac12$ with $|1,\downarrow\rangle$. From $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$ and $L_+|0\rangle=\sqrt2\,|1\rangle$,
\begin{equation}
\mathbf L\cdot\mathbf S=\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix},\qquad \lambda(\lambda+\tfrac12)-\tfrac12=0,\qquad\lambda=\tfrac12,\,-1 .
\end{equation}
For $\lambda=\tfrac12$ ($j=\tfrac32$) the first row gives the eigenvector $\propto(1,1/\sqrt2)$, so $|0,\uparrow\rangle$ has weight $\tfrac23$ in $j=\tfrac32$ and $\tfrac13$ in $j=\tfrac12$. The spin--orbit operator $\tfrac12\alpha_{\rm fs}^2r^{-3}\mathbf L\cdot\mathbf S$, with $\langle r^{-3}\rangle_{2p}=\int re^{-r}dr/24=1/24$, gives the splitting $\tfrac12\alpha_{\rm fs}^2\cdot\tfrac1{24}\cdot\tfrac32=\alpha_{\rm fs}^2/32$.

The Dirac--Coulomb levels confirm this and fix the position of $2s$. With $k=j+\tfrac12$ and $n^*=n-k+\sqrt{k^2-\alpha_{\rm fs}^2}\simeq n-\alpha_{\rm fs}^2/2k$,
\begin{align}
E&=\alpha_{\rm fs}^{-2}\big[(1+\alpha_{\rm fs}^2/n^{*2})^{-1/2}-1\big]\simeq-\frac1{2n^{*2}}+\frac{3\alpha_{\rm fs}^2}{8n^4}\nonumber\\
&\simeq-\frac1{2n^2}-\frac{\alpha_{\rm fs}^2}{2n^4}\Big(\frac nk-\frac34\Big).
\end{align}
For $n=2$ the shifts are $-5\alpha_{\rm fs}^2/128$ for $k=1$, common to $2s_{1/2}$ and $2p_{1/2}$, and $-\alpha_{\rm fs}^2/128$ for $k=2$; the difference is $\alpha_{\rm fs}^2/32$. We take $S=\mu\alpha_{\rm fs}^2/32=1.663\times10^{-6}\,E_h$, which replaces the electron mass by $\mu$ throughout; recoil and anomalous-moment corrections to $S$ are neglected. The Lamb shift $L$ places $2s_{1/2}$ above $2p_{1/2}$ by roughly 1 GHz, a rough size only, $L\approx1.5\times10^{-7}\,E_h$.

The excitation energies from $2s$ are $\delta_{1/2}=-L$ and $\delta_{3/2}=S-L$, and the total strength is $9/\mu^2$. Equation \eqref{sos} gives
\begin{equation}
\alpha_{\rm intra}=\frac9{\mu^2}\Big[\frac23\frac{\delta_{1/2}}{\delta_{1/2}^2-\omega^2}+\frac43\frac{\delta_{3/2}}{\delta_{3/2}^2-\omega^2}\Big]
\simeq-\frac{6(\delta_{1/2}+2\delta_{3/2})}{\mu^2\omega^2}=-\frac{6(2S-3L)}{\mu^2\omega^2}, \label{intra}
\end{equation}
the second form for $\omega\gg S$. The program asserts the first form against a three-level Floquet matrix at frequencies below, between and above two model resonances. The sign is negative because the strength-weighted centre of $2p$ lies above $2s$ and is driven far above resonance.

At the magic frequency $2S-3L=3.326\times10^{-6}-0.456\times10^{-6}=2.87\times10^{-6}$ and $(\mu\omega_M)^2=0.00783$, so $\alpha_{\rm intra}=-6\times2.87\times10^{-6}/0.00783=-2.2\times10^{-3}$ a.u. Linearising $D+\alpha_{\rm intra}=0$ about the root,
\begin{equation}
\delta\omega=-\frac{\alpha_{\rm intra}}{D'}=\frac{2.2\times10^{-3}}{30303}=7\times10^{-8}\,E_h,\qquad
\delta\lambda=-\lambda_M\frac{\delta\omega}{\omega_M}=-4\times10^{-4}\ \text{nm},
\end{equation}
and the program asserts that the root solved anew moves by this amount within $10^{-3}$ of the shift. The term $3L$ is 16\% of $2S-3L$, so the roughness of $L$ affects only the second figure.

Two consequences limit the earlier statements. First, the absence of a crossing below the $3p$ line holds only for the degenerate shell. With the splitting, \eqref{intra} tends to $-\infty$ just above $\omega=S-L$, while at higher frequency $\alpha_2$ returns to values near 120, so a low-frequency crossing appears where $6(2S-3L)/\omega^2\approx120-9/2$, near $4\times10^{-4}\,E_h$. This figure is an estimate and is not tested by the program.

Second, \eqref{intra} is of order $\alpha_{\rm fs}^2$ and is not the whole correction of that order. The relativistic shifts of the $2s$--$3p$ and $2s$--$4p$ lines, the relativistic changes of the matrix elements and the corrections beyond the dipole approximation are left out. The Dirac shift of $2s$ alone is $-2.08\times10^{-6}\,E_h$, about 29 times $\delta\omega$. If the whole resonance pattern moved rigidly by that energy, the wavelength would change by $514.65\times2.08\times10^{-6}/0.08853=0.012$ nm. That number sets the scale of what is omitted; it is neither the relativistic correction nor a bound on it. The intrashell term is much smaller than that scale and is therefore not added to the prediction. The nonrelativistic theory with the proton's reduced mass gives $\lambda_M=514.65$ nm in vacuum, and the last digit belongs to that model only. Evaluating the same dipole polarisabilities with the Dirac--Coulomb resolvent, which is not derived here, raises the root by about $1.8\times10^{-6}\,E_h$ ($1.7\times10^{-6}\,E_h$ with the Lamb shift of $2s$) and shortens the wavelength by about 0.01 nm, to near 514.64 nm; corrections beyond the dipole approximation are still left out. The safe statement for hydrogen is $\lambda_M\approx514.6$ nm.

\section*{Numbers as computed}
\begin{verbatim}
rational part of P_1s = 2*nu**2*(38*nu**7 + 26*nu**6 + 19*nu**5 - 19*nu**4 - 12*nu**3 +
12*nu**2 + 3*nu - 3)/(3*(nu - 1)**5*(nu + 1)**4)
rational part of P_2s = 16*nu**2*(1181*nu**8 - 628*nu**7 - 64*nu**6 - 1328*nu**5 + 224*nu**4 +
4416*nu**3 - 3072*nu**2 - 5376*nu + 5376)/(3*(nu - 2)**6*(nu + 2)**4)
static limits: alpha_1s = 4.50000000, alpha_2s (no 2p) = 120.00000000 a.u.
|<2p|z|2s>|^2 = 9.00000000 bohr^2
lines 2s-3p, 2s-4p, 2s-5p: 0.0694444, 0.0937500, 0.1050000 Eh
2s-3p: |z|^2 = 3.131031 bohr^2, f = 0.434865
2s-4p: |z|^2 = 0.548078 bohr^2, f = 0.102765
2s-5p: |z|^2 = 0.199667 bohr^2, f = 0.041930
bound alpha_1s below 3p line < 7.3636 a.u.
slope bounds: alpha_2s' > 5182.4, alpha_1s' < 10.788 a.u./Eh
fixed nucleus: w_M = 0.0885815265 Eh, lambda = 514.3663 nm
 1s E+w: nu = 1.1024099, zeta = 0.0023727, P = 2.8606486 a.u.
 1s E-w: nu = 0.9216832, zeta = 0.0016609, P = 1.8591378 a.u.
 2s E+w: nu = 3.7053065, zeta = 0.0893402, P = -125.1927670 a.u.
 2s E-w: nu = 1.5300413, zeta = 0.0177239, P = 129.9125534 a.u.
 2p piece cancelling between the 2s terms: 9/w = 101.601320 a.u.
 alpha_2s parts 3p, 4p, 5p: -143.79729, 109.04847, 13.19256 a.u.
 alpha_2s part from n>5 and continuum: 26.27606 a.u.
 alpha_1s = 4.7197864, alpha_2s = 4.7197864 a.u.
 Floquet values: 1s 4.71979, 2s 4.71978 a.u.
 slopes: alpha_1s' = 5.2293, alpha_2s' = 30242.0 a.u./Eh
reduced mass mu = 0.9994556794 m_e
hydrogen: w_M = 0.0885333097 Eh (Galerkin 0.0885333097 Eh)
hydrogen: lambda_M = 514.6464 nm, photon energy = 2.409114 eV
hydrogen: common alpha = 4.727502 a.u., slope = 30302.7 a.u./Eh
light shift of both levels = -221.58 Hz per kW/cm^2
hydrogen: zero of alpha_2s at 0.08837443 Eh = 515.572 nm
hydrogen: next magic root 0.10280256 Eh = 443.212 nm
weights j=1/2, 3/2: 0.333333, 0.666667
S = 1.6632e-06 Eh, L (rough input, 1 GHz) = 1.52e-07 Eh
intrashell alpha at w_M = -2.20e-03 a.u.
root shift = 7.26e-08 Eh = -4.2e-04 nm
Dirac 2s shift = -2.080e-06 Eh, wavelength scale 0.012 nm
\end{verbatim}
